\section*{Negative capacitance and the thickness condition for stabilising it against domains}

\section*{Question}

Why does a ferroelectric layer have a negative capacitance where its energy density $U(D)$ is concave, and how thick must a dielectric in series with it be to hold it there, first against uniform polarisation and then against domains?

\section*{Mechanism: the dipoles overrespond}

Let the polarisation $P$ point along the film normal $z$. SI units are used, and permittivities in formulas are absolute. The soft polarisation has the mean-field energy density
\begin{equation}
F(P)=\tfrac12 aP^2+\tfrac14 bP^4,\qquad a<0<b,
\end{equation}
with minima at $\pm P_0$, $P_0^2=|a|/b$. All other response along $z$, including that of the vacuum, is a linear background $\varepsilon_b$, so that $D=\varepsilon_bE+P$. At given $D$ the polarisation relaxes:
\begin{equation}
U(D)=\min_P\left[F(P)+\frac{(D-P)^2}{2\varepsilon_b}\right].
\end{equation}
The bracket has second derivative $F''+1/\varepsilon_b\ge 1/\varepsilon_b-|a|$ in $P$. I assume $\varepsilon_b|a|<1$, which makes the minimum unique. There $F'(P)=(D-P)/\varepsilon_b=E$. Since the bracket is stationary in $P$, only its explicit dependence on $D$ contributes to $U'(D)=(D-P)/\varepsilon_b=E$. From $D=P+\varepsilon_bF'(P)$,
\begin{equation}
\frac{dD}{dP}=1+\varepsilon_bF'',\qquad
U''(D)=\frac{dE/dP}{dD/dP}=\frac{F''}{1+\varepsilon_bF''}.
\label{curv}
\end{equation}
The denominator is positive, so $U$ is concave where $F''=a+3bP^2<0$, that is for $|P|<P_0/\sqrt3$.

In that region $dP=dD/(1+\varepsilon_bF'')$ exceeds $dD$. The dipoles more than compensate the added electrode charge, and $\varepsilon_b\,dE=dD-dP$ is negative. For a uniformly polarised film of thickness $L_f$, the charge per area is $D$ and the voltage is $V=L_fE$, hence
\begin{equation}
\frac1{C_f}=\frac{dV}{dD}=L_fU''(D)<0 .
\end{equation}

An isolated film does not stay in this state. At fixed voltage the energy per area is $L_fU(D)-VD$, with second derivative $L_fU''<0$, so the stationary point is a maximum. Fixing the total charge does not suffice either, because charge can move sideways on a metal electrode. Concavity means
\begin{equation}
\tfrac12\left[U(D+\delta)+U(D-\delta)\right]<U(D)
\end{equation}
for small $\delta$, which favours splitting into domains. Against this stand the cost of domain walls and of stray fields. There are thus two instabilities to suppress.

\section*{The uniform condition}

A dielectric of thickness $L_d$ and permittivity $\varepsilon_d$ carries the same $D$, as long as no free charge sits at the interface. The energy per area at fixed voltage is
\begin{equation}
G(D)=L_fU(D)+\frac{L_dD^2}{2\varepsilon_d}-VD,\qquad
G''=L_fU''+\frac{L_d}{\varepsilon_d}=\frac1C .
\label{series}
\end{equation}
Stability requires $1/C>0$. By (\ref{curv}), $U''$ increases with $F''$, whose least value is $a$, so $D=0$ is the worst case. There $U''(0)=-1/r_0$ with $r_0=1/|a|-\varepsilon_b$, and the condition is
\begin{equation}
L_d>\varepsilon_dL_f|U''(0)|=\frac{\varepsilon_dL_f}{r_0}.
\label{uniform}
\end{equation}
When it holds, the term $L_fU''$ in (\ref{series}), which is negative in the concave region, makes $C$ larger there than the capacitance $\varepsilon_d/L_d$ of the dielectric alone.

\section*{The domain condition}

Consider a periodic stack of films $L_f$ and dielectrics $L_d$ that ends in half dielectric layers on ideal electrodes. Lateral variation of $P$ costs $\tfrac12g(\partial_xP)^2$, the film has in-plane permittivity $\varepsilon_x$, and the dielectric is linear and isotropic. Let a ripple $p(z)\cos kx$ grow on $P=0$, with potential $\varphi(z)\cos kx$. Its polarisation obeys
\begin{equation}
a_kp=-\varphi',\qquad a_k=a+gk^2 .
\end{equation}
For $a_k\ge0$ the ripple cannot lower the energy, since its field energy is non-negative. For $a_k<0$, $p=\varphi'/|a_k|$, and
\begin{equation}
D_z=-\varepsilon_b\varphi'+p=r\varphi',\qquad r(k)=\frac1{|a_k|}-\varepsilon_b>0 .
\end{equation}
The film acts as a medium of permittivity $-r$ along $z$. In Gauss's law, $\partial_xD_x+\partial_zD_z=0$, the lateral term is $\varepsilon_xk^2\varphi$, so
\begin{equation}
r\varphi''+\varepsilon_xk^2\varphi=0,\qquad \varphi''=-q^2\varphi,\qquad q=k\sqrt{\varepsilon_x/r}.
\end{equation}
In the dielectric $\varphi''=k^2\varphi$ and $D_z=-\varepsilon_d\varphi'$.

If all films ripple in phase, $\varphi$ is odd about the midplane of every layer. With $z=0$ at a film's midplane, $\varphi=B\sin qz$ in the film and $\varphi=A\sinh k[(L_f+L_d)/2-z]$ in the dielectric. Continuity of $\varphi$ and $D_z$ at $z=L_f/2$ gives
\begin{align}
B\sin(qL_f/2)&=A\sinh(kL_d/2),\\
rqB\cos(qL_f/2)&=\varepsilon_dkA\cosh(kL_d/2).
\end{align}
Dividing, and using $rq/k=\sqrt{\varepsilon_xr}$, one finds the film thickness at which this ripple costs nothing:
\begin{equation}
L_c(k)=\frac2q\arctan\left[\frac{\sqrt{\varepsilon_xr}}{\varepsilon_d}\tanh\frac{kL_d}2\right].
\label{Lc}
\end{equation}
Since $\varphi=0$ on the midplanes, a bilayer of thicknesses $L_f/2$ and $L_d/2$ between ideal electrodes obeys the same condition.

\subsection*{Why the in-phase ripple comes first}

The field energy of a ripple is a non-negative quadratic form in $p$. At given $k$ and thicknesses the state is therefore stable for small $|a_k|$, and is lost at the first solution met as $|a_k|$ grows, that is, as $r$ falls from infinity. Write $Y_f=rq$, $Y_d=\varepsilon_dk$. The pair $(\varphi,D_z)$ is carried across the two layers by
\begin{equation}
\begin{pmatrix}\cos qL_f&\dfrac{\sin qL_f}{Y_f}\\-Y_f\sin qL_f&\cos qL_f\end{pmatrix},\quad
\begin{pmatrix}\cosh kL_d&-\dfrac{\sinh kL_d}{Y_d}\\-Y_d\sinh kL_d&\cosh kL_d\end{pmatrix}.
\end{equation}
If the phase advances by $\theta$ per period, half the trace of the product is $\cos\theta$. With $y=Y_f/Y_d$,
\begin{equation}
\cos\theta=\cos qL_f\cosh kL_d+\tfrac12\left(y-\frac1y\right)\sin qL_f\sinh kL_d .
\label{bloch}
\end{equation}
As $r\to\infty$, $q\to0$ while $Y_f\sin qL_f\to\varepsilon_xk^2L_f$. The right side then exceeds 1 and no real $\theta$ exists. As $r$ falls, the right side enters the interval $[-1,1]$ at 1, so $\theta=0$ comes first. Put $s=\tan(qL_f/2)$ and $t=\tanh(kL_d/2)$. Setting $\cos\theta=1$ and multiplying (\ref{bloch}) by $(1+s^2)(1-t^2)$ gives
\begin{equation}
(1-s^2)(1+t^2)+2st\left(y-\frac1y\right)=(1+s^2)(1-t^2),
\end{equation}
which simplifies to $(s-yt)(s+t/y)=0$. The first root is $s=yt$, which is (\ref{Lc}), and it is reached before $qL_f/2=\pi/2$. A larger $r$ lowers $s$ and raises $y$, so the stable side is $s<yt$, or $L_f<L_c(k)$. A finite stack with grounded ends extends to the periodic one by odd reflection of $\varphi$, so it has no softer mode.

Stability against all ripples requires
\begin{equation}
L_f<\min_{0<k<1/\xi}L_c(k),\qquad \xi=\sqrt{g/|a|}.
\label{domain}
\end{equation}
Solved for the dielectric at given $L_f$, this reads
\begin{equation}
L_d>\max_k\frac2k\,\mathrm{artanh}\left[\frac{\varepsilon_d\tan(qL_f/2)}{\sqrt{\varepsilon_xr}}\right],
\end{equation}
provided that $qL_f<\pi$ and the bracket is below 1 for every $k$. Otherwise no $L_d$ suffices.

Under (\ref{domain}) the quadratic part of the energy is positive for every ripple. The quartic term is convex and the voltage enters linearly, so the whole energy is convex, and the uniform state is its global minimum at every voltage. Gradient energy along $z$, left out here, is non-negative and vanishes for a film uniform in $z$, so it can only add stability.

\section*{Two limits}

For small $k$, $r\simeq r_0+gk^2/a^2$. Using $\arctan X\simeq X-X^3/3$ and $\tanh u\simeq u-u^3/3$ in (\ref{Lc}),
\begin{equation}
L_c\simeq\frac{r_0L_d}{\varepsilon_d}\left\{1+k^2\left[\frac g{a^2r_0}-\frac{L_d^2}{12}\left(1+\frac{\varepsilon_xr_0}{\varepsilon_d^2}\right)\right]\right\}.
\end{equation}
At $k\to0$ this is the uniform condition (\ref{uniform}), so (\ref{domain}) contains it. If the square bracket is negative, ripples become unstable before the uniform mode. This happens for
\begin{equation}
L_d>L_\times=2\sqrt{\frac{3g}{a^2r_0\left(1+\varepsilon_xr_0/\varepsilon_d^2\right)}} .
\end{equation}
The expansion shows this near $k=0$ alone. For the parameters below, the minimum of (\ref{Lc}) over all $k$ was also located numerically: it lies at the smallest $k$ scanned for $L_d=0.9L_\times$, and at $k\xi>0.1$ for $1.1L_\times$.

For a thick dielectric $\tanh(kL_d/2)\to1$ and $L_c$ saturates. The stray field of a ripple decays within about $1/k$, and dielectric beyond that depth does not feel it. Hence there is a greatest film thickness above which no dielectric prevents domains. If also $\sqrt{\varepsilon_xr}\gg\varepsilon_d$ and $\varepsilon_b$ is negligible, the arctangent tends to $\pi/2$ and
\begin{equation}
L_c\to\frac\pi q=\frac{\pi}{\sqrt{\varepsilon_x}\,k\sqrt{|a|-gk^2}} .
\end{equation}
The product $k^2(|a|-gk^2)$ is largest at $k^2=|a|/2g$, where it equals $a^2/4g$. Therefore
\begin{equation}
L_{f,\max}\simeq\frac{2\pi\sqrt g}{|a|\sqrt{\varepsilon_x}}=\frac{2\pi\xi}{\sqrt{\varepsilon_x|a|}} .
\end{equation}

\section*{Numbers for a model stack}

Take illustrative values at 300 K, borrowed from barium titanate and strontium titanate. They show how the two conditions work, but together they do not describe a real film, as the last section explains: Curie--Weiss temperature 380 K, Curie constant $1.5\times10^5$ K, $P_0=20\ \mu$C/cm$^2$, $g=2\times10^{-11}$ J\,m$^3$/C$^2$, and relative permittivities $\varepsilon_b=7$, $\varepsilon_x=500$, $\varepsilon_d=300$. Then
\begin{equation}
a=\frac{300-380}{1.5\times10^5\,\varepsilon_0}=-6.02\times10^7\ \mathrm{m/F},\qquad \xi=0.58\ \mathrm{nm},
\end{equation}
and $r_0=1868\,\varepsilon_0$. The concave region ends at $D=11.5\ \mu$C/cm$^2$. The layers are $L_f=5.2$ nm and $L_d=2.0$ nm, repeated 50 times.

The uniform condition asks for $L_d>300\times5.2/1868=0.84$ nm. The domain condition asks for 1.09 nm. The chosen 2.0 nm meets both, but the smallest ripple stiffness left is $0.11|a|$. With $L_d$ held at 2.0 nm, the greatest film thickness is 12.5 nm by the uniform condition and 5.8 nm by the domain condition, where the soft ripple has a period of 5.5 nm. A finite-element solution of the electrostatics gives the same 5.8 nm. However thick the dielectric, the film must stay below 6.0 nm; the simple estimate gives 7.0 nm, 16\% above that. Here $L_\times=0.59$ nm, so at $L_d=2.0$ nm domains set the limit.

For one repeat at small charge,
\begin{equation}
\frac{\varepsilon_0}{C}=\frac{2.0}{300}-\frac{5.2}{1868}=0.00388\ \mathrm{nm},\qquad C=228\ \mu\mathrm{F/cm^2},
\end{equation}
against $133\ \mu$F/cm$^2$ for its dielectric alone, a gain of 1.72. At $D=5\ \mu$C/cm$^2$ the dielectric carries $+37.6$ mV and the film $-14.7$ mV. The sum is 22.9 mV per repeat, or 1.15 V for the stack. Minimising the full nonlinear energy at this voltage, from a rippled and noisy start, led back to the uniform state with $D=5.00\ \mu$C/cm$^2$.

An 8.0 nm film with the same dielectric satisfies the uniform condition and violates the domain condition. In the same minimisation without voltage, it relaxed to $P=0$ when kept laterally uniform. When free to ripple with a fixed period of 6.5 nm, it formed domains with an rms polarisation of $7.7\ \mu$C/cm$^2$. Under a small static voltage at that period, this domain state still had a negative average film permittivity, about $-2800\,\varepsilon_0$ ($-2760\,\varepsilon_0$ at the voltage used, $-2790\,\varepsilon_0$ as the voltage tends to zero). For imposed periods from 5 to 9 nm it stays between about $-2800\,\varepsilon_0$ and $-2100\,\varepsilon_0$. Domains thus end the uniform state, but in this case not the negative response of the film.

\section*{How far the model reaches}

Strontium titanate has a permittivity of roughly 300 at room temperature. Stress-free barium titanate has a first-order transition, which corresponds to a negative $b$. Clamping by a substrate raises $b$, but with common material constants does not make it clearly positive at 300 K. The positive $b$ used here is therefore an assumption, not a material property, and the proof that the uniform state is the global minimum rests on it. Nor do the chosen $a$ and $\varepsilon_x$ belong to one real film. Below the Curie--Weiss temperature, unstrained barium titanate at $P=0$ is also unstable against in-plane polarisation, so a positive $\varepsilon_x$ requires compressive strain. With typical electrostriction constants, the strain of about 1\% that gives a relative $\varepsilon_x$ of 500 also makes $|a|$ several times larger. The domain limit then falls to about 0.7 nm for the $g$ used here, and to about 1.4 nm for $g=10^{-10}$ J\,m$^3$/C$^2$. This is a few lattice cells, where the continuum theory no longer holds. The example therefore illustrates the conditions and is not a design for a barium titanate stack. With a lattice cell of about 0.4 nm, $\xi$ spans little more than one cell, and a continuum theory is at its edge.

The domain limit of 5.8 nm moves strongly with the inputs. Changing one at a time at $L_d=2.0$ nm, and letting only $a$ follow the temperature, it becomes 3.5 nm at 250 K, so the example would break into domains on cooling, and 16 nm at 350 K. It becomes 10.8 nm for $g=10^{-10}$ J\,m$^3$/C$^2$, and 8.2 nm if gradients along $z$ cost $5\times10^{-10}$ J\,m$^3$/C$^2$.

Another serious omission is thermal fluctuation. A Gaussian estimate, with $k<1/\xi$ and every film given the stiffness of the in-phase ripple, yields an rms polarisation of $13\ \mu$C/cm$^2$ and a shift $3b\langle P^2\rangle=1.2|a|$. This counts only the softest mode across each film and is not a bound. Averaging over the phase between films lowers the shift to about $1.0|a|$, while the stiffer modes across the film, left out here, add to it. An $a$ fitted to measurements already contains part of the shift. Still, a correction as large as $|a|$ means that the thicknesses and the gain are mean-field estimates, not predictions for a real stack.

Other effects are smaller for these numbers. Electrodes with a screening length of 0.01 nm each, present in both stacks compared, reduce the gain from 1.72 to 1.65. At the working charge, the nonlinearity of strontium titanate raises its field by about 5\% and its differential inverse permittivity by about 14\%. The gain of 1.72 holds at small charge; at $5\ \mu$C/cm$^2$ the differential gain is 1.51 in the model and about 1.4 with this nonlinearity. The permittivity of strontium titanate at the soft wave number changes by about 7\% if it has the same $g$. The dielectric field of 0.19 MV/cm is about a fifth of a rough breakdown field of 1 MV/cm. For a 1 eV barrier, tunnelling through the 360 nm stack is negligible, and ideal thermionic emission would take about $3\times10^4$ s to leak the working charge. Defects and barrier lowering can shorten that time, and charge that collects at the interfaces in response to the polarisation would invalidate both conditions, which assume that $D$ changes equally in film and dielectric. A fixed, laterally uniform interface charge only shifts one $D$ against the other. The energy stays convex, so the conditions still suffice. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
temperature, Curie-Weiss temperature: 300, 380 K
Curie constant: 1.50e+05 K
spontaneous polarisation P0: 20.0 uC/cm2
relative eps_b, eps_x, eps_d: 7, 500, 300
a: -6.024e+07 m/F
b: 1.506e+09 m^5/(F C^2)
g: 2.0e-11 J m^3/C^2
length xi: 0.576 nm
layers Lf, Ld: 5.2, 2.0 nm; repeats: 50
U''(0) formula: -6.0461e+07 m/F
U''(0) from minimised U(D): -6.0458e+07 m/F
negative relative film permittivity 1/(eps0 U''): -1868
concave region ends at D: 11.52 uC/cm2
least Ld against uniform polarisation: 0.835 nm
least Ld against domains too: 1.090 nm
greatest Lf at this Ld, uniform only: 12.45 nm
greatest Lf at this Ld, domains: 5.811 nm
same limit by finite elements: 5.812 nm
lateral period at that limit: 5.54 nm
greatest Lf for any Ld: 6.024 nm
simple estimate 2 pi xi/sqrt(eps_x|a|): 7.01 nm
Ld below which uniform instability leads: 0.593 nm
film thickness at that crossing: 3.69 nm
softest curvature in example / |a|: 0.111
capacitance, one repeat: 228.0 uF/cm2
capacitance, its dielectric alone: 132.8 uF/cm2
capacitance, its film alone: -318.1 uF/cm2
capacitance, whole stack: 4.561 uF/cm2
gain over dielectric alone: 1.717
working charge D: 5.0 uC/cm2
D from nonlinear minimisation: 5.0000 uC/cm2
field in film: -0.0283 MV/cm
field in dielectric: 0.1882 MV/cm
film voltage, one repeat: -14.73 mV
dielectric voltage, one repeat: 37.65 mV
stack voltage: 1.146 V; thickness: 360 nm
thicker film tested: 8.0 nm
its domain period: 6.47 nm
its rms polarisation: 7.66 uC/cm2
its energy density: -0.0228 MJ/m3
its relative film permittivity with domains: -2760
domain limit of Lf at 250 K: 3.46 nm
domain limit of Lf at 350 K: 16.07 nm
domain limit if g = 1e-10 J m^3/C^2: 10.83 nm
domain limit with z-gradient 5e-10 J m^3/C^2: 8.19 nm
electrode screening length, each: 0.010 nm
gain with the same electrodes in both stacks: 1.650
dielectric nonlinearity, field change: 4.6 percent
dielectric nonlocality at soft k: 6.8 percent
thermal rms P, soft branch: 12.72 uC/cm2
its shift 3b<P^2>/|a|: 1.213
rough breakdown field / dielectric field: 5.3
tunnelling exponent, 1.0 eV barrier: 2146
thermionic leakage bound: 1.72e-10 A/cm2
time to leak the working charge: 2.91e+04 s
\end{verbatim}
